# Why hyperfine dipole and quadrupole terms leave the centre of gravity fixed

## First half: the centre of gravity from the orthogonality of 6j symbols

### Definitions and conventions

An atomic level has electronic angular momentum $J$, and its nucleus has spin $I$. Angular momenta are measured in units of $\hbar$, and energies are quoted as frequencies. The electronic states of the level are $|Jm\rangle$ and the nuclear states are $|I\mu\rangle$. The total angular momentum is $\mathbf F=\mathbf J+\mathbf I$, with coupled states $|FM\rangle$. The number $F$ runs in unit steps from $|I-J|$ to $I+J$, each value occurring once, and $F$ has $2F+1$ states.

Without hyperfine interaction all $(2I+1)(2J+1)$ states of the level share one energy $E_0$. The hyperfine interaction $V$ splits them into levels $E_F$. The centre of gravity of this multiplet is the mean in which every state counts once, so that every level counts $2F+1$ times:

$$\bar E=\frac{\sum_F(2F+1)E_F}{(2I+1)(2J+1)} .$$

The coupling coefficients are written with 3j symbols,

$$\langle Jm\,I\mu|FM\rangle=(-1)^{J-I+M}\sqrt{2F+1}\begin{pmatrix}J&I&F\\m&\mu&-M\end{pmatrix}.$$

The following properties of 3j symbols are the starting point.

- A 3j symbol vanishes unless its lower entries add to zero and its upper entries satisfy the triangle rule.
- A cyclic permutation of the columns changes nothing. Exchanging two columns, or reversing all three lower signs, multiplies the symbol by $(-1)^{j_1+j_2+j_3}$.
- Because the coupling coefficients form a real orthogonal matrix, one has, for $j_3$ and $j_3'$ allowed by the triangle rule with $j_1$ and $j_2$,

$$(2j_3+1)\sum_{m_1m_2}\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&m_3\end{pmatrix}\begin{pmatrix}j_1&j_2&j_3'\\m_1&m_2&m_3'\end{pmatrix}=\delta_{j_3j_3'}\delta_{m_3m_3'} .$$

The 6j symbol is defined by a sum over all its projections $m_1,\dots,m_6$:

$$\begin{Bmatrix}j_1&j_2&j_3\\j_4&j_5&j_6\end{Bmatrix}=\sum(-1)^{\sum_i(j_i-m_i)}\begin{pmatrix}j_1&j_2&j_3\\-m_1&-m_2&-m_3\end{pmatrix}\begin{pmatrix}j_1&j_5&j_6\\m_1&-m_5&m_6\end{pmatrix}$$
$$\times\begin{pmatrix}j_4&j_2&j_6\\m_4&m_2&-m_6\end{pmatrix}\begin{pmatrix}j_4&j_5&j_3\\-m_4&m_5&m_3\end{pmatrix}.$$

### The interaction and the statement

The interaction is a sum of products of electronic and nuclear tensors of equal rank $k$. Rank 1 describes the nuclear magnetic dipole in the magnetic field of the electrons. Rank 2 describes the nuclear electric quadrupole in the electric field gradient of the electrons. By the Wigner–Eckart theorem, all rank-$k$ tensor operators have the same matrix elements within one level $J$, apart from a common factor. It is therefore enough to choose one standard tensor for each rank:

$$\langle Jm'|t^k_q|Jm\rangle=(-1)^{J-m'}\sqrt{2k+1}\begin{pmatrix}J&k&J\\-m'&q&m\end{pmatrix},\qquad q=-k,\dots,k,$$

and likewise for the nucleus. By the triangle rule the electronic tensor vanishes for $k>2J$ and the nuclear one for $k>2I$. All ranks $k$ and $k'$ below therefore run only up to the smaller of $2I$ and $2J$. From these tensors we form the scalar product

$$S_k=\frac{1}{\sqrt{2k+1}}\sum_q(-1)^q\,t^k_q(J)\,t^k_{-q}(I).$$

Within the level, $V=\sum_{k\ge1}c_kS_k$ with real constants $c_k$. The claim is that, to first order in $V$,

$$\bar E=E_0 .$$

First order means that $V$ acts within the level $J$ alone, and no external field is present. A rank-0 interaction, such as the effect of the finite nuclear charge radius, shifts all $F$ equally and is counted in $E_0$.

### Norm of the standard tensors

The matrix elements are real, and $J-m'$ is an integer, so the phase $(-1)^{J-m'}$ squares to one. Hence

$$\mathrm{Tr}\big(t^{k\dagger}_q t^{k'}_{q'}\big)=\sqrt{(2k+1)(2k'+1)}\sum_{mm'}\begin{pmatrix}J&k&J\\-m'&q&m\end{pmatrix}\begin{pmatrix}J&k'&J\\-m'&q'&m\end{pmatrix}=\delta_{kk'}\delta_{qq'} .$$

The last step moves the column of $k$ to the end by a cyclic permutation and uses the 3j orthogonality.

We also need the adjoint. By definition,

$$\langle m'|t_q^{k\dagger}|m\rangle=\langle m|t^k_q|m'\rangle=(-1)^{J-m}\sqrt{2k+1}\begin{pmatrix}J&k&J\\-m&q&m'\end{pmatrix}.$$

Compare this with

$$(-1)^q\langle m'|t^k_{-q}|m\rangle=(-1)^{q+J-m'}\sqrt{2k+1}\begin{pmatrix}J&k&J\\-m'&-q&m\end{pmatrix}.$$

Exchanging the outer columns and then reversing all lower signs gives the factor $(-1)^{2J+k}$ twice, which is one, and turns the second symbol into the first. The symbol requires $q=m-m'$. The two phase exponents then differ by $(q+J-m')-(J-m)=2q$, which is even. Therefore

$$t_q^{k\dagger}=(-1)^q\,t^k_{-q} .$$

Electronic and nuclear operators commute, so

$$S_k^\dagger=\frac{1}{\sqrt{2k+1}}\sum_q(-1)^q(-1)^q t^k_{-q}(J)\,(-1)^{q}t^k_{q}(I)=S_k,$$

after renaming $q\to-q$. The trace over the product space factorizes into an electronic and a nuclear trace:

$$\mathrm{Tr}(S_kS_{k'})=\mathrm{Tr}(S_k^\dagger S_{k'})=\sum_{qq'}\frac{(-1)^{q+q'}\,\delta_{kk'}\delta_{qq'}}{\sqrt{(2k+1)(2k'+1)}}=\delta_{kk'},$$

because the sum contains $2k+1$ equal terms.

### The interaction is diagonal in $F$

A rank-$k$ tensor obeys

$$[J_z,t_q]=q\,t_q,\qquad [J_\pm,t_q]=\sqrt{k(k+1)-q(q\pm1)}\;t_{q\pm1} .$$

In $[F_z,S_k]$ each term has the factor $q-q=0$. For $F_+$, put $\gamma_q=\sqrt{k(k+1)-q(q+1)}$ and note that $\gamma_{-q}=\gamma_{q-1}$. Then

$$\sqrt{2k+1}\,[F_+,S_k]=\sum_q(-1)^q\big[\gamma_q\,t_{q+1}(J)\,t_{-q}(I)+\gamma_{q-1}\,t_q(J)\,t_{-q+1}(I)\big].$$

Renaming $q\to q+1$ in the second term gives $-(-1)^q\gamma_q\,t_{q+1}(J)\,t_{-q}(I)$, which cancels the first. The adjoint gives $[F_-,S_k]=0$.

Thus $S_k$ commutes with $\mathbf F^2$ and $F_z$. Since each pair $F,M$ occurs once, $|FM\rangle$ is an eigenstate of $S_k$. Since $S_k$ commutes with $F_\pm$, the eigenvalue does not depend on $M$. Call it $s_k(F)$. The first-order energies are

$$E_F=E_0+\sum_{k\ge1}c_k\,s_k(F).$$

### The eigenvalue as a 6j symbol

Average $\langle FM|S_k|FM\rangle$ over $M$ and insert product states on both sides. The two coupling coefficients have the same phase, which squares to one, and their factor $2F+1$ cancels the $1/(2F+1)$ of the average. The two tensors contribute $2k+1$, which the prefactor of $S_k$ reduces to $\sqrt{2k+1}$. This leaves

$$s_k(F)=\sqrt{2k+1}\sum(-1)^{q+J-m'+I-\mu'}\begin{pmatrix}J&I&F\\m'&\mu'&-M\end{pmatrix}\begin{pmatrix}J&I&F\\m&\mu&-M\end{pmatrix}$$
$$\times\begin{pmatrix}J&k&J\\-m'&q&m\end{pmatrix}\begin{pmatrix}I&k&I\\-\mu'&-q&\mu\end{pmatrix},$$

summed over all projections. Since $m'+\mu'=M$, the phase exponent is $J+I-M+q$.

Now take the definition of the 6j symbol with upper row $J,I,F$ and lower row $I,J,k$, and set

$$m_1=-m',\quad m_2=-\mu',\quad m_3=M,\quad m_4=\mu,\quad m_5=-m,\quad m_6=q .$$

Its four 3j symbols are those above, up to reordering:

- The first agrees as it stands.
- The second needs an exchange of columns and a reversal of signs, which together give $(-1)^{2(J+I+F)}=1$.
- The third needs one exchange of columns, which gives $(-1)^{2J+k}$.
- The fourth needs a cyclic permutation, which gives no factor.

The phase exponent of our sum has become $J+I-M+q+2J+k$. With $M=m+\mu$ it is

$$3J+I+k-m-\mu+q .$$

In the definition, $m_1+m_2+m_3=0$, so the exponent there is

$$2J+2I+F+k-\mu+m-q .$$

The difference is $J-I-F-2m+2q$. Here $2q$ is even, and $J-2m=-J+2(J-m)$ differs from $-J$ by an even number. The difference is therefore $-(J+I+F)$ up to an even number, and

$$s_k(F)=(-1)^{I+J+F}\sqrt{2k+1}\begin{Bmatrix}J&I&F\\I&J&k\end{Bmatrix}.$$

### Orthogonality and the theorem

The trace of $S_kS_{k'}$ can also be taken in the coupled basis, where both operators are diagonal:

$$\delta_{kk'}=\mathrm{Tr}(S_kS_{k'})=\sum_F(2F+1)\,s_k(F)\,s_{k'}(F).$$

The phases $(-1)^{I+J+F}$ square to one. Dividing by $\sqrt{(2k+1)(2k'+1)}$ gives the orthogonality of the 6j symbols,

$$\sum_F(2F+1)\begin{Bmatrix}J&I&F\\I&J&k\end{Bmatrix}\begin{Bmatrix}J&I&F\\I&J&k'\end{Bmatrix}=\frac{\delta_{kk'}}{2k+1}.$$

The case $k'=0$ needs the rank-0 symbol. Coupling with zero angular momentum changes nothing, so

$$1=\langle Jm\,00|Jm\rangle=(-1)^{J+m}\sqrt{2J+1}\begin{pmatrix}J&0&J\\m&0&-m\end{pmatrix}.$$

Replacing $m$ by $-m$ and inserting the result in the definition of $t^0_0$ gives $t^0_0(J)=1/\sqrt{2J+1}$ times the identity. Hence $S_0$ is the identity divided by $\sqrt{(2I+1)(2J+1)}$, and

$$\begin{Bmatrix}J&I&F\\I&J&0\end{Bmatrix}=\frac{(-1)^{I+J+F}}{\sqrt{(2I+1)(2J+1)}} .$$

Put this into the orthogonality relation with $k'=0$ and multiply by $\sqrt{(2I+1)(2J+1)}$:

$$\sum_F(2F+1)(-1)^{I+J+F}\begin{Bmatrix}J&I&F\\I&J&k\end{Bmatrix}=\sqrt{(2I+1)(2J+1)}\;\delta_{k0}.$$

For $k\ge1$ the left side is $\sum_F(2F+1)s_k(F)$ divided by $\sqrt{2k+1}$, so this sum is zero. It follows that

$$\sum_F(2F+1)(E_F-E_0)=\sum_{k\ge1}c_k\sum_F(2F+1)s_k(F)=0,$$

which is $\bar E=E_0$.

Each rank gives a characteristic pattern of shifts $s_k(F)$. With weight $2F+1$ the patterns are mutually orthogonal, and the rank-0 pattern is a constant. Being orthogonal to a constant means having zero weighted mean.

For $I=J=3/2$ the symbols for $F=0,1,2,3$ are $0.25,\,-0.18333,\,0.05,\,0.15$ for $k=1$ and $-0.25,\,0.05,\,0.15,\,0.05$ for $k=2$. The signs $(-1)^{3+F}$ are $-,+,-,+$, and the weights are $1,3,5,7$. The two signed sums are

$$k=1:\quad-0.25-0.55-0.25+1.05=0,$$
$$k=2:\quad 0.25+0.15-0.75+0.35=0 .$$

## Second half: the centre of gravity from a trace, with examples and limits

### Symbols and results carried over

A level with electronic angular momentum $J$ and energy $E_0$ is coupled to a nuclear spin $I$, and $\mathbf F=\mathbf J+\mathbf I$. Within the level the hyperfine interaction is $V=\sum_{k\ge1}c_kS_k$. Here $S_k=\sum_q(-1)^qt^k_q(J)\,t^k_{-q}(I)/\sqrt{2k+1}$ is built from standard tensors with $\mathrm{Tr}(t_q^{k\dagger}t^k_q)=1$. Its eigenvalue in the level $F$ is

$$s_k(F)=(-1)^{I+J+F}\sqrt{2k+1}\begin{Bmatrix}J&I&F\\I&J&k\end{Bmatrix}.$$

The orthogonality of the 6j symbols gave $\sum_F(2F+1)s_k(F)=0$ for $k\ge1$. The weighted mean $\bar E$ therefore equals $E_0$ to first order.

### Second derivation: the trace of the interaction

In degenerate perturbation theory the first-order shifts are the eigenvalues of $V$ within the level. Their sum, with every state counted once, is the trace of $V$ over these $(2I+1)(2J+1)$ states. A trace does not depend on the basis, so it may be taken in the product basis $|Jm\rangle|I\mu\rangle$, where it factorizes:

$$\sum_F(2F+1)(E_F-E_0)=\mathrm{Tr}\,V=\sum_{k\ge1}\frac{c_k}{\sqrt{2k+1}}\sum_q(-1)^q\,\mathrm{Tr}\,t^k_q(J)\;\mathrm{Tr}\,t^k_{-q}(I).$$

Each single trace vanishes when $k\ge1$. For $q\ne0$ this follows from $[J_z,t^k_q]=q\,t^k_q$, since the trace of a commutator of finite matrices is zero. For $q=0$, the lowering relation gives

$$[J_-,t^k_1]=\sqrt{k(k+1)}\;t^k_0 ,$$

and the trace of the left side is again zero. Because $k(k+1)\neq0$, it follows that $\mathrm{Tr}\,t^k_0=0$. Hence $\mathrm{Tr}\,V=0$ and $\bar E=E_0$. For $k=0$ there is no component $t_1$, and the argument does not apply. This is as it should be, since a rank-0 term moves all levels together.

The physical content is an average over directions. With all electronic states equally populated, the electron cloud of the level has no preferred axis. It then produces neither a mean magnetic field nor a mean field gradient of rank 2 at the nucleus.

### The constants $A$ and $B$

Within the level, the electronic magnetic field at the nucleus is proportional to $\mathbf J$, and the nuclear moment is proportional to $\mathbf I$. The dipole term is therefore $A\,\mathbf I\cdot\mathbf J$. From $\mathbf F^2=\mathbf I^2+\mathbf J^2+2\,\mathbf I\cdot\mathbf J$ its eigenvalue is

$$\frac{AK}{2},\qquad K=F(F+1)-I(I+1)-J(J+1).$$

The quadrupole term contracts two symmetric traceless tensors,

$$Q_{ab}(J)=\tfrac12(J_aJ_b+J_bJ_a)-\tfrac13\delta_{ab}J(J+1),$$

and the same expression for $I$. It is $B\,D$ with

$$D=\frac{3}{2I(2I-1)J(2J-1)}\sum_{ab}Q_{ab}(J)\,Q_{ab}(I),\qquad I,J\ge1 .$$

Since $Q_{ab}(J)$ is symmetric and traceless, $Q_{ab}(I)$ may be replaced by $I_aI_b$ in the sum. The antisymmetric part of $I_aI_b$ drops out, and so does its trace part. Then

$$\sum_{ab}Q_{ab}(J)I_aI_b=\tfrac12\sum_{ab}J_aJ_bI_aI_b+\tfrac12\sum_{ab}J_bJ_aI_aI_b-\tfrac13I(I+1)J(J+1).$$

The first double sum is $(\mathbf I\cdot\mathbf J)^2$. In the second, write $I_aI_b=I_bI_a+i\sum_c\epsilon_{abc}I_c$. The first part gives $(\mathbf I\cdot\mathbf J)^2$ again. For the second part, $\sum_{ab}\epsilon_{abc}J_bJ_a=-(\mathbf J\times\mathbf J)_c=-iJ_c$, so it gives $i(-i)\,\mathbf I\cdot\mathbf J=\mathbf I\cdot\mathbf J$. Altogether

$$D=\frac{3(\mathbf I\cdot\mathbf J)^2+\tfrac32\,\mathbf I\cdot\mathbf J-I(I+1)J(J+1)}{2I(2I-1)J(2J-1)} .$$

With $\mathbf I\cdot\mathbf J=K/2$, the first two terms of the numerator become $\tfrac34K(K+1)$, and

$$E_F-E_0=\frac{AK}{2}+B\,\frac{\tfrac34K(K+1)-I(I+1)J(J+1)}{2I(2I-1)J(2J-1)} .$$

These operators are multiples of $S_1$ and $S_2$, because they are scalar products of tensors of rank 1 and 2. The factors follow from the components with $q=0$. Write $J_z=\nu_Jt^1_0$ with $\nu_J^2=\mathrm{Tr}J_z^2=J(J+1)(2J+1)/3$. The part $J_zI_z$ of $\mathbf I\cdot\mathbf J$ equals $\nu_J\nu_I\,t^1_0t^1_0$, while $S_1$ contains $t^1_0t^1_0/\sqrt3$. Thus

$$\mathbf I\cdot\mathbf J=N_1S_1,\qquad N_1=\sqrt3\,\nu_I\nu_J .$$

Similarly, let $3J_z^2-J(J+1)=n_Jt^2_0$, so that $Q_{zz}=n_Jt^2_0/3$. The $q=0$ part of $Q$ has $Q_{xx}=Q_{yy}=-Q_{zz}/2$. It contributes $\tfrac32Q_{zz}(J)Q_{zz}(I)=\tfrac16n_In_J\,t^2_0t^2_0$ to the contraction. Comparison with $t^2_0t^2_0/\sqrt5$ in $S_2$ gives

$$D=N_2S_2,\qquad N_2=\frac{\sqrt5\,n_In_J}{4I(2I-1)J(2J-1)} .$$

The roots $\nu$ and $n$ are positive. To see this, look at the entry of $t^k_0$ at $m=m'=J$, which equals $\langle JJ\,J{-}J|k0\rangle$. The standard phase makes the coefficient with $m_1=j_1$ positive in the state of highest $M$. Lowering $M$ keeps it positive, because the raising operator acting on the bra annihilates the first factor and multiplies the second by a positive number. The corresponding entries of $J_z$ and $3J_z^2-J(J+1)$ are $J$ and $J(2J-1)$, also positive.

### A multiplet with four levels

Take $I=J=3/2$ with the round model values $A=100$ MHz and $B=40$ MHz, and set the rank-3 (magnetic octupole) term, which is allowed here, to zero. Then $I(I+1)J(J+1)=14.0625$, and the quadrupole denominator is $2\cdot\tfrac32\cdot2\cdot\tfrac32\cdot2=18$. For $F=3$, $K=12-7.5=4.5$, so

$$\frac{AK}{2}=225\ \text{MHz},\qquad 40\times\frac{0.75\cdot4.5\cdot5.5-14.0625}{18}=10\ \text{MHz}.$$

The 6j route gives the same energies. Here $\nu^2=5$, so $N_1=5\sqrt3\approx8.660$. The diagonal of $3J_z^2-J(J+1)$ is $3,-3,-3,3$, so $n^2=36$ and $N_2=\sqrt5\approx2.236$. With the symbols $0.15$ and $0.05$ and the sign $(-1)^6=1$,

$$100\cdot5\sqrt3\cdot\sqrt3\cdot0.15=225\ \text{MHz},\qquad 40\cdot\sqrt5\cdot\sqrt5\cdot0.05=10\ \text{MHz}.$$

The whole multiplet, in MHz relative to $E_0$, is:

| $F$ | $2F+1$ | dipole | quadrupole | total |
|---|---|---|---|---|
| 0 | 1 | −375 | 50 | −325 |
| 1 | 3 | −275 | 10 | −265 |
| 2 | 5 | −75 | −30 | −105 |
| 3 | 7 | 225 | 10 | 235 |

The weighted sums vanish separately:

$$-375-825-375+1575=0,\qquad 50+30-150+70=0 .$$

The plain mean of the four levels is $(-325-265-105+235)/4=-115$ MHz. The weights are therefore essential, and so is completeness. If the level $F=0$ is left out, the weighted sum of the others is $+325$ MHz instead of zero.

### The doublet of a microwave clock

For $J=1/2$ there are two levels, $F=I\pm\tfrac12$. The triangle rule for $(\tfrac12,\tfrac12,2)$ fails, so there is no quadrupole term. Inserting $F$ gives $K=I$ for the level $F=I+\tfrac12$ and $K=-(I+1)$ for $F=I-\tfrac12$. The splitting is $\Delta=A(I+\tfrac12)$, and the distances from the centre are

$$E_{I+1/2}-E_0=\frac{I}{2I+1}\Delta,\qquad E_{I-1/2}-E_0=-\frac{I+1}{2I+1}\Delta .$$

With $I=7/2$ and a round $A=2000$ MHz, the splitting is 8000 MHz. The level $F=4$ lies 3500 MHz above the centre and $F=3$ lies 4500 MHz below it, which is $7/16$ and $9/16$ of the splitting. The weights balance: $9\cdot3500=7\cdot4500$.

A microwave clock that compares these two levels measures $\Delta$, from which $E_0$ has cancelled. An optical transition to another level does contain $E_0$. If its measured component joins a lower state with offset $\varepsilon_l$ to an upper state with offset $\varepsilon_u$, the frequency between the two centres is the measured one minus $\varepsilon_u$ plus $\varepsilon_l$.

### Where the result fails: mixing with other levels

The hyperfine interaction also connects the level with other levels, of different $J$ or of the same $J$ (such as $^1P_1$ and $^3P_1$), and in second order this moves the centre. A simplified model with $L=1$, $S=1/2$, $I=3/2$, in which the nucleus couples only to the electron spin, shows how this happens:

$$H=\xi\,\mathbf L\cdot\mathbf S+a\,\mathbf I\cdot\mathbf S,\qquad \xi\gg a>0 .$$

From $\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-L(L+1)-S(S+1)]$, the level $J=3/2$ lies at $\xi/2$ and $J=1/2$ at $-\xi$. The gap is $3\xi/2$. Let $P$ project on $J=3/2$ and $P'=1-P$ on $J=1/2$. The second-order shifts of the upper 16 states add up to $W/(3\xi/2)$, with

$$W=\mathrm{Tr}(PVP'V)=a^2\sum_{ij}\mathrm{Tr}(PS_iP'S_j)\,\mathrm{Tr}(I_iI_j)=5a^2\sum_i\mathrm{Tr}(PS_iP'S_i).$$

Here $\mathrm{Tr}(I_iI_j)=\delta_{ij}I(I+1)(2I+1)/3=5\,\delta_{ij}$, and the remaining trace runs over electronic states.

Within $J=3/2$ the spin is proportional to $\mathbf J$. The factor is $\mathbf S\cdot\mathbf J/[J(J+1)]$, with $\mathbf S\cdot\mathbf J=\tfrac12(\tfrac{15}{4}+\tfrac34-2)=\tfrac54$, so $P\mathbf SP=P\mathbf J/3$. Inserting $P'=1-P$,

$$\sum_i\mathrm{Tr}(PS_iP'S_i)=4\cdot\tfrac34-\tfrac19\cdot4\cdot\tfrac{15}{4}=\tfrac43 .$$

Thus $W=20a^2/3$. Dividing by the number of states, 16 above and 8 below, gives the shifts of the two centres:

$$\delta\bar E_{3/2}=\frac{W}{16\cdot3\xi/2}=\frac{5a^2}{18\xi},\qquad \delta\bar E_{1/2}=-\frac{W}{8\cdot3\xi/2}=-\frac{5a^2}{9\xi}.$$

For $\xi=100000$ MHz and $a=300$ MHz these are $0.250$ and $-0.500$ MHz. Diagonalization of the full model gives $0.2502$ and $-0.5003$ MHz. The first-order dipole constant of $J=3/2$ is $a/3=100$ MHz, so for these parameters the centre moves by $0.25\%$ of $A$. In general the ratio is $5a/(6\xi)$. This percentage does not carry over to a real p electron. In the nonrelativistic description a p orbital vanishes at the nucleus, so this orbital by itself has no contact coupling of the form $\mathbf I\cdot\mathbf S$. The nucleus couples instead to the orbital motion and to the dipole field of the spin, which changes the mixing for a given $A$. In a many-electron atom the p electron also polarizes the spins of the s core, and this restores a contact term. In Li $1s^22p$ that term is larger than the orbital one and reverses the sign of $A$ for $J=3/2$. The two levels repel each other, but the centre of all 24 states stays fixed, because $H$ has zero trace. The numerical output lists the two centre shifts of the model.

### What each derivation assumes

Both derivations need the complete multiplet, weights equal to the number of states, and an interaction restricted to one level $J$. Both exclude rank 0. They differ in what else they use.

The 6j derivation uses rotational invariance: the levels must be labelled by $F$ and independent of $M$. In return it gives every level separately. By the orthogonality of the patterns $s_k(F)$ it also recovers each constant from a measured multiplet,

$$c_k=\sum_F(2F+1)\,s_k(F)\,E_F ,$$

where $E_0$ drops out for $k\ge1$. This holds for first-order energies. Measured levels also contain the second-order shifts, which the formula absorbs into the $c_k$; in the mixing model above they produce an apparent quadrupole constant, although $H$ contains none.

The trace derivation uses neither the 6j symbols nor the quantum number $F$. It needs electronic or nuclear operators of zero trace, and it gives the sum of the shifts but no single one. It therefore still holds when a weak magnetic field mixes the values of $F$. To first order the field adds terms proportional to $J_z$ and $I_z$, whose traces vanish. The mean over all states of the level stays at $E_0$, although $2F+1$ states no longer share one energy. In second order the field mixes in other levels and moves the centre by an amount of order (Zeeman energy)$^2$/gap.

The two arguments meet in the case $k'=0$. There $S_0$ is a multiple of the identity, so the orthogonality relation $\mathrm{Tr}(S_kS_0)=0$ is the statement $\mathrm{Tr}\,S_k=0$.

## Values computed for the example and the checks

```
largest error, 6j orthogonality: 2e-16
largest error, S_k matrix elements: 4e-16
multiplet: J = 1.5, I = 1.5, A = 100 MHz, B = 40 MHz
N_1 = 8.660254, N_2 = 2.236068
number of states = 16
F=0: weight 1, K = -7.5, 6j(k=1) = 0.250000, 6j(k=2) = -0.250000
  dipole -375.000, quadrupole 50.000, total -325.000 MHz
  weighted: dipole -375.000, quadrupole 50.000 MHz
F=1: weight 3, K = -5.5, 6j(k=1) = -0.183333, 6j(k=2) = 0.050000
  dipole -275.000, quadrupole 10.000, total -265.000 MHz
  weighted: dipole -825.000, quadrupole 30.000 MHz
F=2: weight 5, K = -1.5, 6j(k=1) = 0.050000, 6j(k=2) = 0.150000
  dipole -75.000, quadrupole -30.000, total -105.000 MHz
  weighted: dipole -375.000, quadrupole -150.000 MHz
F=3: weight 7, K = 4.5, 6j(k=1) = 0.150000, 6j(k=2) = 0.050000
  dipole 225.000, quadrupole 10.000, total 235.000 MHz
  weighted: dipole 1575.000, quadrupole 70.000 MHz
weighted sum, dipole: 0.000 MHz
weighted sum, quadrupole: 0.000 MHz
weighted mean of levels: 0.000 MHz
plain mean of levels: -115.000 MHz
doublet: J = 0.5, I = 3.5, A = 2000 MHz, splitting 8000.000 MHz
  F=4 at 3500.000 MHz, F=3 at -4500.000 MHz from the centre
  fractions of splitting: 0.4375 and -0.5625
mixing model: L = 1, S = 0.5, I = 1.5, xi = 100000 MHz, a = 300 MHz
  first-order dipole constant in J=3/2: 100.000 MHz
  J=3/2 centre shift: full 0.25017, second order 0.25000 MHz
  J=1/2 centre shift: full -0.50033, second order -0.50000 MHz
  J=3/2 shift ratio for a and a/2: 4.0013
```
